\section*{In-plane Zeeman splitting of moving heavy holes in a quantum well}

\section{A field that hardly splits a resting heavy hole}

A hole in a quantum well is put in a magnetic field lying in the plane of the well. If the well is unstrained and the hole is at rest in the plane, its two lowest states have angular momentum projections $m=\pm3/2$ along the growth axis. The isotropic Zeeman coupling to an in-plane field changes $m$ by one unit, so it cannot connect these states directly. A moving hole, however, contains some light-hole character, and the field can act through it. How large is the resulting splitting, and how does it depend on the field $\mathbf B$ and the in-plane wave vector $\mathbf k$?

Isotropic Zeeman coupling together with heavy-light mixing gives a splitting proportional to $Bk^2$. The vector potential of the same field gives another contribution of the same order, and the two must be added as amplitudes. Both are derived here in two ways.

\section{Model and signs}

The well has hard walls at $z=\pm d/2$ and growth axis $z=[001]$. Hole energies are counted as positive. With $\varepsilon=\hbar^2/2m_0$, $\{a,b\}=(ab+ba)/2$ and spin-$3/2$ matrices $J_i$, the Hamiltonian of the fourfold valence band is
\begin{align}
H={}&\varepsilon\Big[(\gamma_1+\tfrac52\gamma_2)k^2-2\gamma_2\sum_i k_i^2J_i^2\nonumber\\
&-4\gamma_3\sum_{i<j}\{k_i,k_j\}\{J_i,J_j\}\Big]+2\kappa\mu_B\mathbf B\cdot\mathbf J .
\end{align}
Here $k_i=-i\partial_i+eA_i/\hbar$ with $e>0$. The split-off band is left out.

The sign of $\kappa$ relative to that of $\mathbf A$ matters. It can be checked on the part of $H$ produced by a remote $s$-type conduction band at energy distance $E_g$, coupled to the $p$-type valence states by $Pk_j$. Eliminating it gives the hole energy matrix $(P^2/E_g)k_ik_j$. Since
\begin{equation}
[k_x,k_y]=-\frac{ie}{\hbar}(\partial_xA_y-\partial_yA_x)=-\frac{ie}{\hbar}B_z ,
\end{equation}
and $(L_c)_{ij}=-i\epsilon_{cij}$, the antisymmetric part $(P^2/2E_g)[k_i,k_j]$ is $(P^2e/2E_g\hbar)\,\mathbf L\cdot\mathbf B$. Within $J=3/2$ one has $\mathbf L=2\mathbf J/3$, so this is a term $2\kappa\mu_B\mathbf B\cdot\mathbf J$ with positive $\kappa$. Other bands change the value of $\kappa$ but not this convention.

Write $k_\pm=k_x\pm ik_y$, and likewise $B_\pm$ and $J_\pm$. The in-plane Zeeman term becomes
\begin{equation}
W=\kappa\mu_B(B_-J_++B_+J_-),
\end{equation}
with $\langle\frac32|J_+|\frac12\rangle=\langle-\frac12|J_+|-\frac32\rangle=\sqrt3$ and $\langle\frac12|J_+|-\frac12\rangle=2$.

For the mixing that changes $m$ by two, use $J_x^2-J_y^2=(J_+^2+J_-^2)/2$ and $\{J_x,J_y\}=(J_+^2-J_-^2)/4i$. The coefficient of $J_+^2$ in $H/\varepsilon$ is
\begin{equation}
-\tfrac12\left[\gamma_2(k_x^2-k_y^2)-2i\gamma_3k_xk_y\right]
=-\tfrac12(\bar\gamma k_-^2+\delta k_+^2),
\end{equation}
where $\bar\gamma=(\gamma_2+\gamma_3)/2$ and $\delta=(\gamma_2-\gamma_3)/2$. The relations used are $k_x^2-k_y^2=(k_+^2+k_-^2)/2$ and $2ik_xk_y=(k_+^2-k_-^2)/2$. Both relevant elements of $J_+^2$ equal $2\sqrt3$, hence
\begin{equation}
R\equiv\langle\tfrac32|H|-\tfrac12\rangle=\langle\tfrac12|H|-\tfrac32\rangle
=-\sqrt3\,\varepsilon(\bar\gamma k_-^2+\delta k_+^2).
\end{equation}

For the mixing that changes $m$ by one, $k_xJ_x+k_yJ_y=(k_-J_++k_+J_-)/2$ gives the term $-2\varepsilon\gamma_3k_-k_z\{J_+,J_z\}$. Its spin elements are $\pm\sqrt3$, so
\begin{equation}
\langle\tfrac32|H|\tfrac12\rangle=-2\sqrt3\,\varepsilon\gamma_3k_-k_z,\quad
\langle-\tfrac12|H|-\tfrac32\rangle=+2\sqrt3\,\varepsilon\gamma_3k_-k_z .
\label{eq:S}
\end{equation}
There is no such element between $m=\pm\frac12$, because $\{J_+,J_z\}$ vanishes there. The mixing $R$ keeps the subband index $n$; the mixing (\ref{eq:S}) changes the parity of the envelope.

The gauge $\mathbf A=z(B_y,-B_x,0)$ replaces $k_-$ by $k_-+i(e/\hbar)zB_-$ and $k_+$ by $k_+-i(e/\hbar)zB_+$. To first order in $B$, $R$ therefore acquires
\begin{equation}
R'=-2\sqrt3\,i\varepsilon\frac e\hbar zX,\qquad
X=\bar\gamma k_-B_--\delta k_+B_+ .
\label{eq:Rp}
\end{equation}

\subsection{Form of the splitting}

Let $M$ be the effective element between the $m=\frac32$ and $m=-\frac32$ states. At order $Bk^2$, time reversal permits only terms containing a pseudospin matrix. A term with $\sigma_z$ is excluded by reflection $z\to-z$, which leaves $\sigma_z$ and $\mathbf k$ unchanged but reverses the in-plane axial vector $\mathbf B$. A term of order $Bk$ would be odd under inversion. The pair thus has equal diagonal energies at this order, and its splitting is $2|M|$.

\section{First derivation: paths through the light-hole subbands}

Here the field and the mixing are treated together as perturbations of the hole at rest. The envelopes are $\phi_n=\sqrt{2/d}\,\sin[n\pi(z/d+1/2)]$. At $k=0$, heavy and light holes have kinetic energies $\varepsilon(\gamma_1\mp2\gamma_2)k_z^2$. The gaps from the lowest heavy-hole state to the light-hole states are
\begin{equation}
\Delta_n=\frac{\varepsilon\pi^2}{d^2}\left[(\gamma_1+2\gamma_2)n^2-(\gamma_1-2\gamma_2)\right]+E_s ,
\end{equation}
where $E_s$ is a possible strain shift of the light holes. Without strain, $\Delta_1=4\gamma_2\varepsilon\pi^2/d^2$.

A path from $-\frac32$ to $\frac32$ at order $Bk^2$ has one field vertex and a total of two powers of $k$.

\paragraph{Zeeman coupling and $R$.} There are two paths, through $m=\frac12$ and $m=-\frac12$, each with product $\sqrt3\kappa\mu_BB_-R$. Second-order perturbation theory divides by $-\Delta_1$:
\begin{equation}
M_1=-\frac{2\sqrt3\,\kappa\mu_BB_-R}{\Delta_1}
=\frac{6\kappa\varepsilon}{\Delta_1}\mu_BB_-(\bar\gamma k_-^2+\delta k_+^2).
\label{eq:M1}
\end{equation}

\paragraph{Zeeman coupling between two steps (\ref{eq:S}).} Since (\ref{eq:S}) does not connect $m=\pm\frac12$, the Zeeman vertex must lie in the middle, with element $2\kappa\mu_BB_-$. The two outer factors give $-12\varepsilon^2\gamma_3^2k_-^2|\langle n|k_z|1\rangle|^2$, and the third-order denominator is $+\Delta_n^2$. Thus
\begin{equation}
M_2=-24\kappa\gamma_3^2S\,\mu_BB_-k_-^2,\qquad
S=\varepsilon^2\sum_{n\ \mathrm{even}}\frac{D_n^2}{\Delta_n^2}.
\label{eq:M2}
\end{equation}
The derivative element follows from
\begin{equation}
D_n=\langle n|\partial_z|1\rangle=\frac2d\int_0^\pi\sin nx\cos x\,dx=\frac{4n}{d(n^2-1)} .
\end{equation}

\paragraph{Orbital coupling.} The vertex $R'$ and one step (\ref{eq:S}) again give two paths. Let $Z_n=\langle n|z|1\rangle$. Because $\langle1|k_z|n\rangle=iD_n$ and $\langle n|k_z|1\rangle=-iD_n$, each path has the product $-12\varepsilon^2(e/\hbar)\gamma_3k_-XD_nZ_n$. Dividing the sum by $-\Delta_n$ and using $\varepsilon e/\hbar=\mu_B$,
\begin{equation}
M_3=-24\gamma_3T\,\mu_Bk_-X,\qquad
T=-\varepsilon\sum_{n\ \mathrm{even}}\frac{D_nZ_n}{\Delta_n}.
\label{eq:M3}
\end{equation}
The commutator $[-\partial_z^2,z]=-2\partial_z$ gives $(n^2-1)(\pi/d)^2Z_n=-2D_n$, so
\begin{equation}
T=\varepsilon\sum_{n\ \mathrm{even}}\frac{2d^2D_n^2}{\pi^2(n^2-1)\Delta_n}>0 .
\end{equation}

No other path contributes. The field also changes (\ref{eq:S}) by a term in $\{z,k_z\}$. Joined to $R$, which keeps $n$, it would need the expectation value of $\{z,k_z\}$ in $\phi_1$, which is zero for a real envelope. Joined to two steps (\ref{eq:S}), it would have to connect $m=\pm\frac12$, which it cannot. The field-induced terms diagonal in $m$ already use one power of $k$, and the one remaining power cannot change $m$ by three. The result is
\begin{equation}
M=M_1+M_2+M_3 .
\label{eq:M}
\end{equation}

The first two terms are the Zeeman mechanism. Without strain, the isotropic coefficient in $M_1$ is
\begin{equation}
\frac{6\kappa\varepsilon\bar\gamma}{\Delta_1}=\frac{3\kappa\bar\gamma d^2}{2\pi^2\gamma_2}.
\end{equation}
The free-electron mass has cancelled: a wider well mixes the bands more because its gap is smaller.

At $k=0$ the sum (\ref{eq:M}) vanishes. The Zeeman term alone then needs three steps, $\frac32\to\frac12\to-\frac12\to-\frac32$, with product $6(\kappa\mu_BB)^3$, and splits the pair by $12(\kappa\mu_BB)^3/\Delta_1^2$. This is not the full splitting at rest, because the orbital coupling enters at the same order in $B$. For the well and field of the worked case below, the Zeeman term alone gives $0.028$ $\mu$eV, while diagonalization with both couplings gives $0.005$ $\mu$eV for $\mathbf B$ along $[100]$ and $0.022$ $\mu$eV along $[110]$.

\section{Second derivation: the field acts on a moving pair}

Now the hole is set in motion first. At $B=0$, inversion and time reversal keep the moving pair degenerate. The field then acts once, in first-order degenerate perturbation theory. The light-hole admixture is found from a differential equation, without a sum over subbands. Take $E_s=0$ and let $\phi_1=\sqrt{2/d}\cos pz$ with $p=\pi/d$.

Define the odd function $u(z)$, vanishing at the walls, by
\begin{equation}
\varepsilon\left[-(\gamma_1+2\gamma_2)\partial_z^2-(\gamma_1-2\gamma_2)p^2\right]u=\phi_1' .
\label{eq:u}
\end{equation}
The operator on the left is the light-hole energy minus that of the lowest heavy hole. First-order mixing through (\ref{eq:S}) then gives $\psi_+$, the state that starts from $m=\frac32$, an $m=\frac12$ component $f_+$. It gives $\psi_-$ an $m=-\frac12$ component $f_-$:
\begin{equation}
f_+=-2\sqrt3\,i\varepsilon\gamma_3k_+u,\qquad f_-=2\sqrt3\,i\varepsilon\gamma_3k_-u .
\end{equation}
Mixing through $R$ adds $-R^*\phi_1/\Delta_1$ at $m=-\frac12$ in $\psi_+$, and $-R\phi_1/\Delta_1$ at $m=\frac12$ in $\psi_-$. Normalization and other admixtures affect $M$ only beyond order $k^2$.

The Zeeman element between the two states is
\begin{align}
\langle\psi_+|W|\psi_-\rangle
&=-\frac{2\sqrt3\kappa\mu_BB_-R}{\Delta_1}+2\kappa\mu_BB_-\int f_+^*f_-\,dz\nonumber\\
&=M_1-24\kappa\gamma_3^2\mu_BB_-k_-^2\,\varepsilon^2\!\int u^2dz .
\end{align}
The orbital vertex (\ref{eq:Rp}) joins the large component of one state to the small component of the other:
\begin{equation}
\int(\phi_1R'f_-+f_+^*R'\phi_1)\,dz
=24\gamma_3\mu_Bk_-X\,\varepsilon\!\int\phi_1zu\,dz .
\end{equation}
These expressions have the form of (\ref{eq:M2}) and (\ref{eq:M3}), with
\begin{equation}
S=\varepsilon^2\int u^2dz,\qquad T=-\varepsilon\int\phi_1zu\,dz .
\end{equation}
Expanding (\ref{eq:u}) in the $\phi_n$ gives $u=\sum_nD_n\phi_n/\Delta_n$. Inserting this proves that $S$ and $T$ are the sums found before.

The equation can also be solved in closed form. Its source is $\phi_1'=-p\sqrt{2/d}\sin pz$. A particular solution $a\sin pz$ requires $4\gamma_2\varepsilon p^2a=-p\sqrt{2/d}$. Adding the homogeneous solution that restores $u(\pm d/2)=0$,
\begin{equation}
u=-\frac{\sqrt{2/d}}{4\gamma_2\varepsilon p}
\left[\sin pz-\frac{\sin(rpz)}{\sin\theta}\right],
\end{equation}
with $r^2=(\gamma_1-2\gamma_2)/(\gamma_1+2\gamma_2)$ and $\theta=\pi r/2$. For $S$ the integrals are
\begin{align}
\int\sin^2pz\,dz&=\frac d2,\qquad
\int\sin^2(rpz)\,dz=\frac d2-\frac{\sin2\theta}{2rp},\nonumber\\
\int\sin pz\,\sin(rpz)\,dz&=\frac{2r\cos\theta}{p(1-r^2)} ,
\end{align}
all from $-d/2$ to $d/2$. They give
\begin{equation}
S=\frac{d^2}{8\pi^2\gamma_2^2}\left[\frac12+\frac1{2\sin^2\theta}
-\frac{\cot\theta}{\pi r}-\frac{4r\cot\theta}{\pi(1-r^2)}\right].
\end{equation}
For $T$, products of sines and cosines and one integration by parts give
\begin{align}
\int z\cos pz\sin pz\,dz&=\frac d{4p},\nonumber\\
\int z\cos pz\sin(rpz)\,dz&=\frac{d\sin\theta}{p(1-r^2)}-\frac{4r\cos\theta}{p^2(1-r^2)^2},
\end{align}
and therefore
\begin{equation}
T=\frac{d^2}{2\pi^2\gamma_2}\left[\frac14-\frac1{1-r^2}
+\frac{4r\cot\theta}{\pi(1-r^2)^2}\right].
\end{equation}

\section{What each derivation assumes}

The path expansion assumes that both the field and the mixing are small compared with the gaps. It shows which subbands matter, and strain enters simply through $\Delta_n$. It needs the complete set of light-hole envelopes.

The moving-pair derivation needs only a weak field at its first stage. The statement $M=\langle\psi_+|W+V|\psi_-\rangle$, with $V$ the orbital part of $H$ linear in $B$, holds at any $k$ for which the pair remains separated from other states. Small $k$ is assumed afterwards, to obtain the admixture. It does not give the cubic splitting at rest, which is of third order in $B$.

Both use reflection symmetry of the well. A gate field breaks it and splits the moving pair even at $B=0$; the splitting is then no longer $2|M|$.

\section{A worked case}

Take $(\gamma_1,\gamma_2,\gamma_3)=(13,4,6)$, $\kappa=3.5$, $d=10$ nm, $k=0.05$ nm$^{-1}$ and $B=1$ T along $[100]$, without strain. Then $\varepsilon/d^2=0.381$ meV, $\mu_BB=57.88$ $\mu$eV, $\Delta_1=60.2$ meV and $\Delta_2=297$ meV. For $\mathbf k$ along $[110]$, $|R|=\sqrt3(0.381)(0.25)(6)\approx1.0$ meV. The step (\ref{eq:S}) to $n=2$ is $2\sqrt3(0.381)(6)(0.5)(8/3)\approx10.6$ meV. Both are small compared with their gaps.

The isotropic coefficients of $\mu_BB_-k_-^2$, in nm$^2$, are $66.49$ from $M_1$, $-3.57$ from $M_2$ and $-44.73$ from $M_3$. They add to $18.19$. The closed forms for $S$ and $T$ give the same second and third values. The warping coefficients are $-13.30$ for $B_-k_+^2$ and $-8.95$ for $B_+k_+k_-$.

For $\mathbf k$ along $[110]$, $k_\pm^2=\pm ik^2$. Hence
\begin{equation}
\frac{|M|}{\mu_BBk^2}=|-i(18.19+13.30)-8.95|\ \mathrm{nm}^2=32.7\ \mathrm{nm}^2 .
\end{equation}
Multiplication by $2\mu_BBk^2=0.2894$ $\mu$eV/nm$^2$ gives a splitting of $9.5$ $\mu$eV, or $1.5\times10^{-24}$ J. The effective $g$ factor, $2|M|/\mu_BB$, is $0.16$. Diagonalizing the full model Hamiltonian gives $9.8$ $\mu$eV. The Zeeman part alone would give $22.1$ $\mu$eV by the formula, so leaving out the orbital part would more than double the answer.

For $\mathbf k$ along $[100]$, $M$ is real and its coefficient is $18.19-13.30-8.95=-4.06$ nm$^2$. The formula gives $1.2$ $\mu$eV, but diagonalization gives $0.5$ $\mu$eV. Here a Zeeman part of $14.4$ $\mu$eV and an orbital part of $15.5$ $\mu$eV nearly cancel. Diagonalization with the Zeeman part alone gives $15.1$ $\mu$eV, an excess of $0.7$ $\mu$eV over the formula. Terms beyond $Bk^2$ that are small relative to either part are thus comparable with their difference, and the leading-order formula is not reliable for this direction at this $k$.

In the axial case $\gamma_2=\gamma_3$ the warping terms vanish. With $\gamma=(13,5,5)$ the three coefficients in units of $d^2$ are $0.532$, $-0.020$ and $-0.331$. Their sum, $0.181$, gives $5.3$ $\mu$eV at the same $d$, $k$ and $B$ for every in-plane direction, to leading order. At this $k$ higher orders already restore a dependence on the angle between $\mathbf k$ and $\mathbf B$: diagonalization gives $5.9$, $5.0$ and $3.9$ $\mu$eV at $0^\circ$, $45^\circ$ and $90^\circ$. The independence of direction is reached for small $k$ only if the field is also weak enough for the splitting of third order in $B$ to be negligible.

The formulas were tested against full diagonalization at $kd=0.03$ and $eBd^2/\hbar=0.005$, for four pairs of directions, with and without strain. The Zeeman part, the orbital part and their sum agreed to within $7\times10^{-4}$ of $2|M_1|$. Doubling $B$ or $k$ multiplied the splitting by $2.000$ or $4.001$.

\subsection{Beside real wells}

The parameters are round values near those of germanium. Because the two mechanisms partly cancel, the rounding matters: with $(\gamma_1,\gamma_2,\gamma_3)=(13.38,4.24,5.69)$ and $\kappa=3.41$, diagonalization gives $8.0$ $\mu$eV along $[110]$ and $1.4$ $\mu$eV along $[100]$, in place of $9.8$ and $0.5$ $\mu$eV. A real well may be strained and has finite barriers. For the two sizes tried here, strain alters the $[110]$ result more, but the order depends on the amount of strain and on the barrier height. A light-hole shift of $50$ meV reduces the diagonalized $[110]$ splitting from $9.8$ to $2.8$ $\mu$eV. The formulas explain the drop: $M_1$ falls by the factor $60.2/110.2=0.55$, while $M_3$, governed mainly by $\Delta_2$, falls only by about $297/347=0.86$. The cancellation becomes stronger, and the leading-order formula gives $2.3$ $\mu$eV, somewhat below the diagonalized value. The drop does not continue: a shift of $100$ meV again gives $2.8$ $\mu$eV. By comparison, $150$ meV barriers in place of hard walls give $10.2$ $\mu$eV along $[110]$. This closeness to the hard-wall value is accidental. Barriers of $60$, $300$ and $1000$ meV give $22$, $7.1$ and $7.0$ $\mu$eV, and with $150$ meV barriers the $[100]$ splitting rises from $0.5$ to about $20$ $\mu$eV. The hard-wall numbers, including the near-cancellation along $[100]$, therefore do not carry over to finite wells.

Three further effects limit the comparison. A cubic Zeeman term $2q\mu_B\sum_iB_iJ_i^3$ with an assumed $q=0.05$ gives $g=0.15$ even at rest, nearly as large as the effect studied. The two add as amplitudes, so their splittings cannot simply be summed: together they give $g=0.19$ in the $[110]$ case. A residual gate field of $0.001$ MV/cm splits the moving pair by $1.4$ $\mu$eV at $B=0$; at $0.01$ MV/cm this grows to $14$ $\mu$eV and exceeds the effect studied, so the result applies only to a nearly symmetric well. For an assumed split-off energy of $300$ meV, the ratio of $\Delta_1$ to it is $0.20$, which suggests a moderate correction to $M_1$. But $\Delta_2$ is about equal to it, so $M_2$ and $M_3$, which pass through $n=2$, may change substantially. Because $M_1$ and $M_3$ partly cancel, the change in the total depends on direction. Including the split-off band, with the same $\gamma_i$ and $\kappa$, moves the diagonalized splitting from $9.8$ to $10.5$ $\mu$eV along $[110]$ and from $0.5$ to $1.7$ $\mu$eV along $[100]$. Finally, the $[110]$ splitting corresponds to $0.11$ K, so at $4$ K thermal energy far exceeds it. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
gamma1, gamma2, gamma3, kappa: 13, 4, 6, 3.5
well width 10 nm, field 1 T along [100], k 0.05 1/nm
hbar^2/(2 m0 d^2): 0.3810 meV;  mu_B B: 57.88 ueV
k d: 0.50;  e B d^2/hbar: 0.1519
gap LH1-HH1: 60.16 meV
gap LH2-HH1: 297.06 meV
axial check gamma=(13,5,5), M/(mu_B B k^2 d^2): R 0.5319, S -0.0196, orbital -0.3309
coefficients of M/mu_B in nm^2:
  B- k-^2, Zeeman with R mixing: 66.49
  B- k-^2, Zeeman with S mixing: -3.57
  B- k-^2, orbital: -44.73
  B- k-^2, total: 18.19
  B- k+^2, Zeeman: -13.30
  B+ k+ k-, orbital: -8.95
k along [110]:
  Zeeman part alone, formula: 22.059 ueV; diagonalized: 22.807 ueV
  orbital part alone, formula: 13.201 ueV
  both, formula: 9.474 ueV; diagonalized: 9.784 ueV
  effective g, formula: 0.1637; diagonalized: 0.1690
k along [100]:
  Zeeman part alone, formula: 14.361 ueV; diagonalized: 15.079 ueV
  orbital part alone, formula: 15.534 ueV
  both, formula: 1.173 ueV; diagonalized: 0.537 ueV
  effective g, formula: 0.0203; diagonalized: 0.0093
sizes of neglected effects, k along [110]:
  splitting at k = 0 (order B^3): 0.0048 ueV
  barrier 150 meV instead of hard walls: 10.151 ueV
  strain shift 50 meV of light holes: 2.765 ueV
  zero-field splitting, gate field 0.001 MV/cm: 1.409 ueV
  g from cubic Zeeman term, q = 0.05: 0.150
  gap LH1-HH1 over split-off energy 300 meV: 0.20
  in-plane kinetic energy: 1.206 meV = 13.99 K
  splitting as temperature: 113.5 mK
  density filling a circle of this k: 3.98e+10 1/cm2
tests: worst deviation 6.9e-04; doubling B gives 2.0003, k gives 4.0010
tests: doubling B at k = 0, Zeeman alone, gives 7.996
\end{verbatim}
